# Photon Energy and the Pair-Creation Limit in Laser Backscattering: a numerical check

```python
"""
Laser backscattering: result under test.
An electron (energy E, momentum P, mass m) meets a laser photon (energy omega)
head-on.  With X = 2 p.k/m^2 = 2 omega (E+P)/m^2 the largest scattered photon
energy is (E+P)/2 * X/(1+X) if omega < P; for E >> m this is E x/(1+x) with
x = 4 E omega/m^2.  A scattered photon plus one laser photon can create an
electron-positron pair only if X >= 2(1+sqrt 2).
Natural units hbar = c = 1.  Four-vectors are lists [energy, px, py, pz].
The final states are built by boosts to and from the centre-of-momentum frame,
so the maxima and thresholds are found without using the derived formulas.
"""
import numpy as np
from mpmath import mp, mpf, sqrt, cos, sin, pi
from scipy import constants
from scipy.optimize import minimize

mp.dps = 40


def dot(a, b):
    return a[0]*b[0] - a[1]*b[1] - a[2]*b[2] - a[3]*b[3]


def add(a, b, factor=1):
    return [u + factor*v for u, v in zip(a, b)]


def boost(v, beta):
    """Components of v in a frame moving with velocity beta."""
    b2 = sum(b*b for b in beta)
    if b2 == 0:
        return list(v)
    gamma = 1/sqrt(1 - b2)
    bp = sum(b*q for b, q in zip(beta, v[1:]))
    shift = (gamma - 1)*bp/b2 - gamma*v[0]
    return [gamma*(v[0] - bp)] + [q + shift*b for q, b in zip(v[1:], beta)]


def beams(P, omega, m, tilt=0):
    """Electron along +z; photon along -z, turned by the angle tilt."""
    P, omega, m = mpf(P), mpf(omega), mpf(m)
    electron = [sqrt(P*P + m*m), mpf(0), mpf(0), P]
    photon = [omega, omega*sin(tilt), mpf(0), -omega*cos(tilt)]
    return electron, photon


def scattered_photons(p, k, count):
    """Outgoing photons for count directions in the centre-of-momentum frame."""
    total = add(p, k)
    beta = [q/total[0] for q in total[1:]]
    k_cm = boost(k, beta)
    w = k_cm[0]
    n = [q/w for q in k_cm[1:]]
    t = [n[2], mpf(0), -n[0]]
    result = []
    for j in range(count):
        chi = 2*pi*j/count
        d = [cos(chi)*a + sin(chi)*b for a, b in zip(n, t)]
        result.append(boost([w] + [w*q for q in d], [-b for b in beta]))
    return result


# Largest photon energy and largest invariant, including omega > P and a tilt
for P, omega, tilt in [(3, 0.7, 0), (20, 0.05, 0), (0.3, 0.7, 0), (3, 0.7, 0.6)]:
    p, k = beams(P, omega, 1, tilt)
    outgoing = scattered_photons(p, k, 360)
    for q in outgoing:
        p_final = add(add(p, k), q, -1)
        assert abs(dot(p_final, p_final) - 1) < mpf(10)**-25
        assert dot(k, p_final) <= dot(k, p) + mpf(10)**-25
    X = 2*k[0]*(p[0] + p[3]*cos(tilt))
    largest_invariant = max(2*dot(k, q) for q in outgoing)
    assert abs(largest_invariant - X**2/(1 + X)) < mpf(10)**-25
    if tilt == 0:
        largest_energy = max(q[0] for q in outgoing)
        if omega < P:
            expected = (p[0] + p[3])/2*X/(1 + X)
        else:
            expected = k[0]
        assert abs(largest_energy - expected) < mpf(10)**-25
        # lab-frame angular formula, checked on every outgoing photon
        for q in outgoing:
            c = q[3]/q[0]
            law = k[0]*(p[0] + p[3])/(p[0] + k[0] - (p[3] - k[0])*c)
            assert abs(q[0] - law) < mpf(10)**-25

# Smallest invariant mass of a pair: positron momentum varied freely
electron_momentum = np.array([0.4, -0.2, 1.1])


def pair_mass_squared(r):
    e1 = np.sqrt(1 + electron_momentum @ electron_momentum)
    e2 = np.sqrt(1 + r @ r)
    total = electron_momentum + r
    return (e1 + e2)**2 - total @ total


pair_minimum = minimize(pair_mass_squared, np.array([-1.0, 0.5, 0.2])).fun
assert abs(pair_minimum - 4) < 1e-7


def bisect(function, low, high):
    low, high = mpf(low), mpf(high)
    assert function(low) < 0 < function(high)
    for _ in range(60):
        middle = (low + high)/2
        if function(middle) < 0:
            low = middle
        else:
            high = middle
    return (low + high)/2


def pair_threshold(P, laser_photons):
    """X and 4 E omega/m^2 where the best scattered photon just makes a pair."""
    def excess(omega):
        p, k = beams(P, omega, 1)
        best = mpf(0)
        for q in scattered_photons(p, k, 24):
            total = add(q, k, laser_photons)
            best = max(best, dot(total, total))
        return best - 4
    omega = bisect(excess, 0.001, 10)
    p, k = beams(P, omega, 1)
    return 2*dot(p, k), 4*p[0]*omega


x_limit = 2*(1 + sqrt(2))
thresholds = {}
for P in (0.5, 3, 50):
    thresholds[P] = pair_threshold(P, 1)
    assert abs(thresholds[P][0] - x_limit) < mpf(10)**-14
assert abs(thresholds[50][1]/x_limit - 1) < 1e-3
two_photon_X = pair_threshold(3, 2)[0]
assert abs(two_photon_X - (1 + sqrt(3))) < mpf(10)**-14


def direct_excess(omega):
    p, k = beams(3, omega, 1)
    total = add(p, k)
    return dot(total, total) - 9


p, k = beams(3, bisect(direct_excess, 0.001, 10), 1)
direct_X = 2*dot(p, k)
assert abs(direct_X - 8) < mpf(10)**-14

# Worked example, energies in eV
m = mpf(constants.value("electron mass energy equivalent in MeV"))*10**6
hc = mpf(constants.h)*mpf(constants.c)/mpf(constants.e)
print(f"electron mass: {float(m/10**6):.6f} MeV")
print(f"smallest pair invariant mass squared: {pair_minimum:.6f} m^2")
for E_GeV, micrometres in [(250, 1.0), (250, 0.5), (1, 1.0)]:
    E = mpf(E_GeV)*10**9
    omega = hc/(mpf(micrometres)*mpf(10)**-6)
    x = 4*E*omega/m**2
    p, k = beams(sqrt(E**2 - m**2), omega, m)
    outgoing = scattered_photons(p, k, 360)
    best = max(outgoing, key=lambda q: q[0])
    fraction = best[0]/E
    deviation = abs(fraction/(x/(1 + x)) - 1)
    assert deviation < (m/E)**2
    total = add(k, best)
    mass_ratio = sqrt(dot(total, total))/(2*m)
    assert (mass_ratio > 1) == (x > x_limit)
    print(f"--- beam {E_GeV} GeV, laser wavelength {micrometres} micrometre")
    print(f"laser photon energy: {float(omega):.4f} eV")
    print(f"gamma = E/m: {float(E/m):.5g}")
    print(f"x = 4 E omega/m^2: {float(x):.4f}")
    print(f"largest photon fraction (four-vectors): {float(fraction):.5f}")
    print(f"x/(1+x): {float(x/(1 + x)):.5f}")
    print(f"relative difference of the two: {float(deviation):.1e}")
    print(f"largest photon energy: {float(best[0]/10**9):.5g} GeV")
    print(f"Thomson estimate x E: {float(x*E/10**9):.5g} GeV")
    print(f"energy left to electron: {float((E + omega - best[0])/10**9):.5g} GeV")
    print(f"photon-pair invariant mass / 2m: {float(mass_ratio):.4f}")

print("--- thresholds")
print(f"2(1+sqrt2): {float(x_limit):.6f}")
for P, (X, x_loose) in thresholds.items():
    print(f"P = {P} m: threshold X = {float(X):.6f}, "
          f"4 E omega/m^2 = {float(x_loose):.6f}")
print(f"photon fraction at the limit: {float(x_limit/(1 + x_limit)):.5f}")
print(f"threshold X, two laser photons in pair step: {float(two_photon_X):.5f}")
print(f"threshold X, direct e + laser photon -> e e+ e-: {float(direct_X):.5f}")
shortest = 4*mpf(250)*10**9*hc/(m**2*x_limit)*10**6
highest = m**2*x_limit/(4*hc/mpf(10)**-6)/10**9
print(f"shortest pair-free wavelength at 250 GeV: {float(shortest):.4f} micrometre")
print(f"highest pair-free beam energy at 1.0 micrometre: {float(highest):.2f} GeV")
print("verified")
```

It prints:

```
electron mass: 0.510999 MeV
smallest pair invariant mass squared: 4.000000 m^2
--- beam 250 GeV, laser wavelength 1.0 micrometre
laser photon energy: 1.2398 eV
gamma = E/m: 4.8924e+05
x = 4 E omega/m^2: 4.7482
largest photon fraction (four-vectors): 0.82603
x/(1+x): 0.82603
relative difference of the two: 1.2e-12
largest photon energy: 206.51 GeV
Thomson estimate x E: 1187 GeV
energy left to electron: 43.492 GeV
photon-pair invariant mass / 2m: 0.9902
--- beam 250 GeV, laser wavelength 0.5 micrometre
laser photon energy: 2.4797 eV
gamma = E/m: 4.8924e+05
x = 4 E omega/m^2: 9.4963
largest photon fraction (four-vectors): 0.90473
x/(1+x): 0.90473
relative difference of the two: 1.1e-12
largest photon energy: 226.18 GeV
Thomson estimate x E: 2374.1 GeV
energy left to electron: 23.818 GeV
photon-pair invariant mass / 2m: 1.4656
--- beam 1 GeV, laser wavelength 1.0 micrometre
laser photon energy: 1.2398 eV
gamma = E/m: 1957
x = 4 E omega/m^2: 0.0190
largest photon fraction (four-vectors): 0.01864
x/(1+x): 0.01864
relative difference of the two: 1.3e-07
largest photon energy: 0.018639 GeV
Thomson estimate x E: 0.018993 GeV
energy left to electron: 0.98136 GeV
photon-pair invariant mass / 2m: 0.0094
--- thresholds
2(1+sqrt2): 4.828427
P = 0.5 m: threshold X = 4.828427, 4 E omega/m^2 = 6.672722
P = 3 m: threshold X = 4.828427, 4 E omega/m^2 = 4.955579
P = 50 m: threshold X = 4.828427, 4 E omega/m^2 = 4.828910
photon fraction at the limit: 0.82843
threshold X, two laser photons in pair step: 2.73205
threshold X, direct e + laser photon -> e e+ e-: 8.00000
shortest pair-free wavelength at 250 GeV: 0.9834 micrometre
highest pair-free beam energy at 1.0 micrometre: 254.23 GeV
verified
```
